One-Photon Exchange and the Lithium-Like g Factor: Coulomb and Breit Parts

**1. One s electron in a slightly changed potential**

Take one electron in an s state of a hydrogen-like ion and change its potential a little. How does its g factor respond? This case already contains both kinds of intermediate state needed for three electrons.

Hartree units are used, with c = 1/α. The nucleus is a fixed point charge Z, and the field B along z is weak. The electron has charge −1, so the Zeeman operator per unit field is

V = cα·A, A = ẑ×r/2,

and g is defined by ΔE = gmB/2. For m = 1/2 this means g = 4 dE/dB.

Write the orbital as ψ = (Pχ, −iQσ_rχ)/r, where χ is a constant spinor and σ_r = σ·r/r. From σσ_r = r̂ + i r̂×σ, the angular average of r̂×(r̂×σ) is −(2/3)σ. Hence for spin up

V_ab = −(c/3) ∫ r(P_aQ_b + Q_aP_b) dr.

Let W be the potential and ε the energy without rest energy. The radial equation gives, with D = d/dr − 1/r,

Q = cDP/(2c² + ε − W) ≈ (1/2c)[1 − (ε − W)/2c²]DP.

Insert this in c∫r(P_aQ_b + Q_aP_b)dr. The leading piece is

½∫[r(P_aP_b)′ − 2P_aP_b]dr = −(3/2)∫P_aP_b dr = −(3/2)δ_ab + (3/8c²)t,

where t = ⟨a|p²|b⟩. The last step uses normalization of P and Q together, with ∫Q_aQ_b dr = t/4c².

The remaining piece is −T/4c², with

T = ∫r[(ε_b − W)P_aDP_b + (ε_a − W)P_bDP_a]dr.

Replace (ε_b − W)P_a by −½P_a″ + (ε_b − ε_a)P_a, and likewise with a and b exchanged. After integration by parts, the second derivatives give t/2 − t = −t/2. The energy differences give (ε_b − ε_a)∫r(P_aP_b′ − P_bP_a′)dr. The commutator of the nonrelativistic Hamiltonian with r d/dr + ½ is p² − rW′, so this equals −2⟨a|p² − rW′|b⟩. Thus T = −(5/2)t + 2⟨rW′⟩, and

V_ab = ½δ_ab − t/(3c²) + ⟨a|rW′|b⟩/(6c²).

First limit: for a = b the virial theorem gives ⟨rW′⟩ = ⟨p²⟩, so g = 2 − (2/3)⟨p²⟩/c². For a hydrogenic ns state ⟨p²⟩ = Z²/n².

For a ≠ b and W = −Z/r, orthogonality gives t = 2⟨a|Z/r|b⟩, while rW′ = Z/r. Therefore

V_ab = −(1/2c²)⟨a|Z/r|b⟩, a ≠ b.

Between positive-energy s states, the field thus acts like a slight increase of the nuclear charge for spin up, and a decrease for spin down. The first-order orbital is obtained by rescaling

P(r) → √s P(sr), s = 1 + σB/(2c²), σ = ±1.

Now add a weak spherical potential U. Rescaling changes ⟨U⟩ by −(s − 1)⟨rU′⟩, so

δg₊ = −(2/c²)⟨rU′⟩.

The negative-energy states must be added. To leading order such a state has lower component η and upper component −(σ·p/2c)η, while the electron has upper component φ and lower component (σ·p/2c)φ. The two couplings are

⟨n|V|v⟩ = ⟨η|cσ·A|φ⟩,
⟨v|U|n⟩ = (1/2c)⟨φ|[σ·p,U]|η⟩ = −(i/2c)⟨φ|σ·∇U|η⟩.

The denominator is 2c², and the spinors η form a complete set at this order. Adding the Hermitian conjugate gives

−(i/4c²)[σ·∇U, σ·A] = (1/2c²)σ·(∇U×A).

For an s state the average of ∇U×A is ẑ rU′/3. The energy per unit field is ⟨rU′⟩/(6c²), and

δg₋ = +(2/3c²)⟨rU′⟩,
δg = δg₊ + δg₋ = −(4/3c²)⟨rU′⟩.

Second limit: let U = −δZ/r. Then ⟨rU′⟩ = δZ·Z/n², so δg = −(4/3)ZδZ/(n²c²). This is the derivative of −(2/3)Z²/(n²c²), as it must be. Without the negative-energy states the answer would be too large by a factor 3/2.

**2. Three electrons and one exchanged photon**

The ion is (1s)²2s, with v the 2s state of m = 1/2 and c either 1s state when it labels an orbital. All orbitals are hydrogenic Dirac orbitals dressed by the field. With ω = ε_v − ε_c, the real, energy-shifting part of one-photon exchange is

E₁(B) = Σ_c [⟨vc|I(0)|vc⟩ − ⟨vc|I(ω)|cv⟩],
I(ω) = (1 − α₁·α₂) cos(ωr₁₂/c)/r₁₂

in Feynman gauge. The core–core energy is left out because reversing B merely interchanges the two core states, so it has no linear term.

Differentiate the orbitals and the frequency:

|δa⟩ = Σ′_n |n⟩V_na/(ε_a − ε_n),

dE₁/dB = Σ_c {2Re[⟨δv c|I(0)|vc⟩ + ⟨v δc|I(0)|vc⟩ − ⟨δv c|I(ω)|cv⟩ − ⟨v δc|I(ω)|cv⟩] − (V_vv − V_cc)⟨vc|I′(ω)|cv⟩}.

The sum runs over both signs of energy, and Δg = 4 dE₁/dB.

A separation into Coulomb and Breit parts depends on gauge; here it means Coulomb gauge, where

I_C(ω) = 1/r₁₂ − α₁·α₂ cos(ωr₁₂/c)/r₁₂ − [h₁,[h₂,F]],
F = [cos(ωr₁₂/c) − 1]/(ω²r₁₂),

and h₁ and h₂ are the Dirac Hamiltonians of the two electrons.

In the exchange term the commutators give ω and −ω, so the last term becomes [cos(ωr₁₂/c) − 1]/r₁₂ and the Feynman result returns. In the direct term they give zero. For small ω, F → −r₁₂/(2c²). Using [h,f] = −icα·∇f, the static interaction is then 1/r₁₂ plus the Breit operator

H_B = −(1/2r₁₂)[α₁·α₂ + (α₁·n)(α₂·n)], n = r₁₂/r₁₂ as a unit vector.

**3. Counting powers**

Lengths scale as 1/Z, binding energies as Z², and α acting between positive-energy states as αZ.

For positive-energy intermediate states, off-diagonal V is of order (αZ)². With the Coulomb interaction, of order Z, and a denominator Z², the result is (αZ)²/Z. The Breit interaction is smaller than the Coulomb one by another (αZ)², so it gives (αZ)⁴/Z.

For negative-energy states V is of order c/Z and the denominator is 2c². The Coulomb coupling needs one small component and is αZ·Z. The Breit coupling has no small component on the electron that changes the sign of its energy, but one on its partner, so it is also αZ·Z. Both products are

(c/Z)(αZ²)/c² ~ α²Z = (αZ)²/Z.

This is the equality of order. It concerns powers of α and Z; the numerical factors have still to be found.

Retardation changes the current–current part of exchange by a relative amount (ωr₁₂/c)² ~ (αZ)². With negative-energy states it therefore gives (αZ)⁴/Z. The frequency derivative has the same order: for opposite spins V_vv − V_cc is about 1, while the retarded part of the current interaction, of order Z(αZ)⁴, is divided by a frequency of order Z². For parallel spins V_vv − V_cc is only of order (αZ)², so in Coulomb gauge that term is of higher order. In Feynman gauge the retarded charge–charge part, of order Z(αZ)², brings it back to (αZ)⁴/Z; the total does not depend on the gauge. Below, the retardation correction means the full result minus the static one, and so includes the frequency derivative.

**4. The Coulomb part**

Define, for nonrelativistic orbitals at Z = 1,

D_v = ⟨θ(r_v>r_c)/r_v⟩, D_c = ⟨θ(r_c>r_v)/r_c⟩,

and let K be the 1s2s exchange integral. At charge Z each is multiplied by Z.

Begin with positive energies. Scaling the 2s orbital alone changes the direct integral at the rate D_v, since −r_v∂(1/r_>)/∂r_v = θ(r_v>r_c)/r_v. Scaling 1s alone gives D_c. Scaling both changes K at the rate K.

The core electron parallel to the valence spin scales with it and contributes D_v + D_c − K. The antiparallel one scales oppositely and contributes D_v − D_c, with no Coulomb exchange at this order. The sum is X = 2D_v − K. Since s − 1 = ±B/(2c²),

Δg(Coulomb, +) = 2α²Z(2D_v − K).

The field also admixes d₃/₂ states. Their Coulomb density with an s state is a quadrupole, whereas the other electron supplies a monopole, so they do not contribute here.

For negative energies, put U = 1/r₁₂ in the operator of Section 1, for each electron in turn. The spatial average over two s orbitals is isotropic, which gives

−(1/6c²) Σ_i σ_i θ(r_i>r_j)/r_i,

where j is the other electron of the pair. In the direct term the valence spin contributes 2D_v and the two core spins cancel. In exchange, which involves the parallel core electron, the two terms add to 1/r_> and produce K with the opposite sign. Therefore

Δg(Coulomb, −) = −(2/3)α²Z(2D_v − K).

Adding both signs of energy,

Δg_C = (4/3)α²Z(2D_v − K).

As a limit, dropping K recovers Section 1 with the screening potential of two core electrons, for which ⟨rU′⟩ = −2ZD_v.

**5. The Breit part**

Write H_B = cα₁·a, where a is the vector potential that electron 2 produces at electron 1. When electron 1 passes through negative energies, both couplings are odd and of the same form:

(1/2c²)[cσ₁·A₁ cσ₁·a + cσ₁·a cσ₁·A₁] = A₁·a.

The small components are still needed on electron 2. For any vector function f of its position, between positive-energy orbitals,

α₂·f → (1/2c)[f·p₂ + p₂·f + σ₂·(∇₂×f)].

Here A₁·a = −α₂·f/(2c), with f = [A₁ + n(n·A₁)]/r₁₂. The spin-independent terms have no linear effect in these s states: averaged over the directions of r₁, f circles the z axis, so it has no divergence and no component along the gradient of an s orbital. With ρ = r₂ − r₁, each of the two pieces of f has curl −ρ×A₁/ρ³, so

A₁·a → (1/2c²)σ₂·(ρ×A₁)/ρ³ = −(1/2c²)σ₂·(r₁₂×A₁)/r₁₂³.

The isotropic average of r₁₂×A₁/r₁₂³ is ẑ(r₁₂·r₁)/(3r₁₂³), and averaging over directions gives (r₁₂·r₁)/r₁₂³ → θ(r₁>r₂)/r₁. Including the term with the electrons interchanged, the operator is

−(1/6c²) Σ_{i≠j} σ_j θ(r_i>r_j)/r_i.

It differs from the Coulomb one in that the spin now belongs to the other electron. The direct term therefore contains 2D_c instead of 2D_v, and exchange is unchanged:

Δg_B = −(2/3)α²Z(2D_c − K).

The direct term has a classical limit. A core electron of density n_c carries the diamagnetic current −n_cBA. By the Biot–Savart law, two such electrons produce at the centre the field

−(2B/3c²)⟨1/r_c⟩.

A valence spin placed there, with g = 2, has Δg = −(4/3c²)⟨1/r_c⟩. This is the direct Breit term when r_v → 0. The negative-energy sum thus contains the diamagnetic shielding of the valence spin by the core; exchange weakens it.

**6. The three integrals**

At Z = 1, P₁² = 4r²e^(−2r) and P₂² = ½(r² − r³ + r⁴/4)e^(−r). The 1s charge within r is 1 − (1 + 2r + 2r²)e^(−2r). Hence

D_v = ¼ − ½∫(r + r² + r³/4 − 3r⁴/2 + r⁵/2)e^(−3r)dr
= ¼ − 67/972 = 44/243.

For D_c, integrate first over the 1s electron outside r, using ∫_r^∞ 4x e^(−2x)dx = (1 + 2r)e^(−2r):

D_c = ½∫(r² + r³ − 7r⁴/4 + r⁵/2)e^(−3r)dr = ½(42/729) = 7/243.

The exchange density is √2(r² − r³/2)e^(−3r/2), and its integral from 0 to r is (√2/3)r³e^(−3r/2). Therefore

K = (4/3)∫(r⁴ − r⁵/2)e^(−3r)dr = (4/3)(12/729) = 16/729.

It follows that 2D_v − K = 248/729 and 2D_c − K = 26/729. With α²Z = (αZ)²/Z,

Δg = [(αZ)²/Z][992/2187 − 52/2187 + O((αZ)²)]
= [(αZ)²/Z][940/2187 + O((αZ)²)].

The Breit coefficient is −5.2% of the Coulomb one. It is small partly because little 2s charge lies inside the 1s shell, which makes D_c small, and partly because K cancels some of the shielding.

**7. Tests with Dirac orbitals**

The sums of Section 2 were evaluated in a finite Dirac basis, with s₁/₂ and d₃/₂ intermediate states and without the reduced operators above. Extrapolated from Z = 3 and 6 to αZ = 0, the coefficients of (αZ)²/Z for negative energies are

Coulomb: direct −0.241426, exchange 0.014632;
Breit: direct −0.038409, exchange 0.014632.

The derived limits are −0.241427, 0.014632, −0.038409 and 0.014632. The positive-energy coefficients were tested in the same way; those of the Breit part tend to zero.

From Z = 3 to 6 the scaled positive-energy Breit sum grows by a factor 4.02, and the retardation correction by 4.00. Both agree with the extra factor (αZ)². The numerical output gives the separate values.

**8. Lithium-like calcium**

For Z = 20, αZ = 0.145947 and (αZ)²/Z = 1065.027×10⁻⁶. The leading formula gives

Δg = 1065.027×10⁻⁶ × 0.429813 = 457.76×10⁻⁶.

The Dirac calculation gives, in units of 10⁻⁶:

Coulomb: 728.606 − 242.002 = 486.604;
Breit: −0.492 − 25.406 = −25.898;
static sum: 486.604 − 25.898 = 460.706;
with retardation, frequency derivative included: 460.706 + 0.444 = 461.150.

In the first two lines positive energies come first. The full result is 0.74% above the leading formula, relative to that formula. Diagonalizing the orbitals in a small finite field and differencing the exchange energy gives 461.148, which tests the differentiated expression, including its frequency term.

Without any negative-energy states the static result would be 728.114, or 58% above the complete static value. Most of that error is Coulombic, but omitting only the negative-energy part of the Breit contribution would still shift Δg by 25.4×10⁻⁶.

The positive-energy Breit term and retardation largely cancel: about 10% of the Breit term is left here, and less than 2% at Z = 3 and 6. The power counting explains their common order but not this cancellation, and no explanation is offered for it.

The one-electron 2s value is g = 1.996426. Adding 0.000461 gives 1.996887 in this model.

**9. Where the result applies**

The rational coefficients require αZ ≪ 1; for heavier ions the Dirac sums should be used. The expansion in the number of exchanged photons also requires large Z, because each further exchange brings a factor of order 1/Z. Near neutrality one exchange is not enough.

The calcium value leaves out exchange of two or more photons, radiative corrections, nuclear size and nuclear recoil. It is therefore the one-photon contribution for a fixed point nucleus, not a prediction of the measured g factor.

Values computed for the example and the checks

```
Z = 1 integrals (hartree): Dv = 44/243  Dc = 7/243  K = 16/729
  decimals: Dv 0.181070  Dc 0.028807  K 0.021948
Leading coefficients (dimensionless): Coulomb 992/2187  Breit -52/2187  sum 940/2187
  decimals: Coulomb 0.453589  Breit -0.023777  sum 0.429813
  ratio Breit/Coulomb -0.05242
Scaled coefficients delta_g*Z/(alpha Z)^2 (dimensionless)
  columns: Z=3, Z=6, Z=20, extrapolated to 0, analytic limit
  positive Coulomb direct      0.724339   0.724516   0.727072   0.724279   0.724280
  positive Coulomb exchange   -0.043872  -0.043801  -0.042952  -0.043895  -0.043896
  positive Breit direct       -0.000029  -0.000116  -0.001240  -0.000000   0.000000
  positive Breit exchange      0.000020   0.000078   0.000778   0.000000   0.000000
  negative Coulomb direct     -0.241398  -0.241313  -0.240291  -0.241426  -0.241427
  negative Coulomb exchange    0.014594   0.014482   0.013065   0.014632   0.014632
  negative Breit direct       -0.038380  -0.038295  -0.037193  -0.038409  -0.038409
  negative Breit exchange      0.014601   0.014508   0.013338   0.014632   0.014632
Positive-energy Breit sum, Z=3, 6, 20: -9.566e-06 -3.850e-05 -4.617e-04
Full retarded minus static,  Z=3, 6, 20: 9.493e-06 3.794e-05 4.164e-04
  growth from Z=3 to 6: Breit 4.024, retardation 3.996
Worked example: Z = 20, point nucleus
  1/alpha = 137.035999, alpha Z = 0.145947
  (alpha Z)^2/Z = 1065.0271 in 1e-6
  energy 1s = -201.076523 hartree
  energy 2s = -50.336594 hartree
  one-electron 2s g factor = 1.996426011
  corrections to g, in units of 1e-6:
    Coulomb, positive energies        728.6060
    Coulomb, negative energies       -242.0020
    Coulomb, sum                      486.6041
    Breit, positive energies           -0.4917
    Breit, negative energies          -25.4059
    Breit, sum                        -25.8976
    static Coulomb + Breit            460.7065
    retardation                         0.4435
    full one-photon exchange          461.1500
    leading formula                   457.7620
    static, no negative energies      728.1143
    full, from finite field           461.1477
  field used in that check = 0.080 atomic units
  basis change 16 to 20, scaled: 4.7e-12
  g factor with one-photon exchange = 1.996887161
```
